# How Much Random Deposition Covers Every Site of a Diffusion Barrier?

## Problem

A thin metal barrier is deposited to keep copper wiring apart from the surrounding dielectric. Model the surface as $N=10^{15}$ equivalent sites on one square centimetre. Atoms arrive independently, each site is equally likely to be hit, and an atom stays in the column on which it lands. There is no lateral motion, re-evaporation or shadowing. The dose $\theta$ is the mean number of atoms per site, in monolayers (ML).

(a) What dose brings the expected number of uncovered sites below one?

(b) How likely is it that no site at all is uncovered at that dose, and what dose gives 99% confidence?

(c) What film thickness does this mean for tantalum, and how far does lateral healing change the answer?

## Solution

### (a) The expected number of bare sites

One atom hits a chosen site with probability $1/N$ and misses it with probability $1-1/N$. The atoms are independent, so after $M$ arrivals the site is still bare with probability $(1-1/N)^M$. The expected number of bare sites is the sum of this probability over all sites:

$$\lambda=N\left(1-\frac1N\right)^M .$$

The sites are not independent, since an atom that lands on one has missed all others. This does not matter here, because the expectation of a sum equals the sum of the expectations even for dependent quantities.

Now put $M=\theta N$ and expand the logarithm:

$$M\ln\left(1-\frac1N\right)=-\theta N\left(\frac1N+\frac1{2N^2}+\dots\right)=-\theta-\frac{\theta}{2N}-\dots$$

The second term changes $\lambda$ by a relative amount of about $\theta/(2N)$, which is of order $10^{-14}$ for the doses of interest. Dropping it gives

$$\lambda=N e^{-\theta}.$$

The condition $\lambda<1$ means $e^{\theta}>N$, or

$$\theta>\ln N=15\ln 10=34.54\ \text{ML}.$$

The first whole number of monolayers that suffices is 35.

| Dose (ML) | Expected bare sites per cm$^2$ |
|---:|---:|
| 1 | $3.68\times10^{14}$ |
| 10 | $4.54\times10^{10}$ |
| 20 | $2.06\times10^{6}$ |
| 30 | 93.6 |
| 34 | 1.71 |
| 35 | 0.631 |

One mean monolayer leaves 37% of the sites bare, because many atoms land on sites that are already covered. Each further monolayer divides the expected number of bare sites by $e$, whatever that number is. The required dose therefore depends only logarithmically on area: ten times as many sites cost $\ln 10=2.3$ ML more.

### (b) From an expected number to a probability

An expectation below one does not guarantee complete coverage. To find the probability of complete coverage, consider $j$ chosen sites. All of them are bare with probability $(1-j/N)^M$, and there are $\binom Nj$ ways to choose them. Inclusion and exclusion then gives

$$P_0=\sum_{j=0}^{N}(-1)^j\binom Nj\left(1-\frac jN\right)^M .$$

For large $N$ at fixed $\lambda$ and fixed $j$, $\binom Nj\to N^j/j!$ and $(1-j/N)^M\to e^{-j\theta}$. Each term tends to $(-1)^j(Ne^{-\theta})^j/j!=(-\lambda)^j/j!$. Since the magnitude of each term is never larger than $\lambda^j/j!$, whose sum converges, the limit may be taken term by term:

$$P_0=\sum_{j=0}^{\infty}\frac{(-\lambda)^j}{j!}=e^{-\lambda}.$$

At $\theta=\ln N$ we have $\lambda=1$ and $P_0=e^{-1}=0.368$. At 35 ML, $P_0=e^{-0.631}=0.532$, so a square centimetre is then about as likely to be fully covered as not.

For a required confidence $P_0$, write $\lambda=-\ln P_0$ and solve $Ne^{-\theta}=-\ln P_0$:

$$\theta=\ln N-\ln(-\ln P_0).$$

With $P_0=0.99$, $-\ln P_0=0.01005$, and $\theta=34.54+4.60=39.14$ ML.

The large-$N$ formula was compared with a step-by-step calculation of the full probability distribution for 2000 sites. At a dose of $\ln 2000$ that calculation gives $P_0=0.3678$, against $0.3679$ from the formula.

### (c) Tantalum: thickness and roughness

Take a rough lattice parameter of 0.33 nm for body-centred cubic tantalum, with two atoms per cubic cell. The atomic density is

$$n=\frac{2}{(0.33\times10^{-7}\ \text{cm})^3}=5.57\times10^{22}\ \text{cm}^{-3}.$$

A dose of one atom per site then has the equivalent thickness

$$h=\frac{10^{15}\ \text{cm}^{-2}}{5.57\times10^{22}\ \text{cm}^{-3}}=1.80\times10^{-8}\ \text{cm}=0.180\ \text{nm}.$$

This is a volume per area at bulk density, not the spacing of a particular set of crystal planes. The critical dose corresponds to a mean thickness of $34.54\,h=6.2$ nm. Tantalum deposited directly on oxide often grows in the tetragonal $\beta$ phase, whose density is about 2% lower, which would give about 6.4 nm.

The film is rough in this model. The number of atoms in a column is binomial, with mean $M/N=\theta$ and variance $M(1/N)(1-1/N)\simeq\theta$. For large $N$ the probability of height $m$ becomes the Poisson law $e^{-\theta}\theta^m/m!$. At the critical dose the standard deviation is $\sqrt{34.54}=5.88$ ML, or 1.06 nm. A bare site is a column about six standard deviations below the mean, so far out that the Gaussian approximation fails: a Gaussian tail at 5.88 standard deviations is $2\times10^{-9}$, while the Poisson probability $e^{-\theta}$ is $10^{-15}$. So rare an event matters only because there are $10^{15}$ columns.

If a single atom is not considered adequate cover, one can ask that fewer than one site hold fewer than three atoms. Adding the Poisson probabilities for $m=0,1,2$ gives

$$N e^{-\theta}\left(1+\theta+\frac{\theta^2}{2}\right)<1 ,$$

which requires $\theta>41.34$ ML. Two more layers of minimum cover cost nearly seven mean monolayers.

### (c) continued: lateral healing

Now let an atom that lands on a covered site look at $k$ of its four nearest neighbours, on a square lattice, and fall into a bare one if it finds it. An atom that lands on a bare site stays there.

Consider an isolated hole, with no other hole close enough to compete for atoms. Direct hits fill it at a rate of 1 per ML. Each of its four covered neighbours also receives one atom per ML, and such an atom looks towards the hole with probability $k/4$. The total filling rate is

$$1+4\times\frac k4=1+k .$$

Once the remaining holes are isolated, the bare fraction $f$ obeys $df/d\theta=-(1+k)f$, so

$$f=A\,e^{-(1+k)\theta}.$$

The constant $A$ records the early stage, when holes have bare neighbours that pass on no atoms, or, for $k>1$, compete with other holes for the atoms that land on a shared covered neighbour. Filling is then slower than $1+k$, which makes $A$ larger than one. Setting $Nf=1$ gives

$$\theta=\frac{\ln N+\ln A}{1+k}.$$

Simulations on four million sites supply $A$:

- For $k=1$, $A=2.3$ and $\theta=(34.54+\ln 2.3)/2=17.7$ ML. The simulated filling rate is 1.97 per ML, against the isolated-hole value of 2.
- For $k=4$, $A=45.3$ and $\theta=(34.54+\ln 45.3)/5=7.7$ ML. The simulated rate is 4.76 per ML, against 5.

The shortfall in the second case has the sign expected if some holes still compete for atoms at the doses simulated. The simulated $A$ is uncertain by several per cent, because of such competition, counting noise and the addition of atoms in small batches. For atoms arriving strictly one at a time, $A$ levels off near 43 by about 3 ML, where the rate has reached 5. The answer is insensitive to this: doubling $A$ would add $\ln2/5=0.14$ ML.

The requirements compare as follows. The first row is the original problem, and each later row changes one condition.

| Condition | Dose (ML) | Thickness (nm) |
|:---|---:|---:|
| Expected bare sites equal to one on 1 cm$^2$ | 34.5 | 6.2 |
| 99% chance of no bare site | 39.1 | 7.0 |
| One bare site expected on a 300 mm wafer | 41.1 | 7.4 |
| One site expected with fewer than 3 atoms | 41.3 | 7.4 |
| Healing, one neighbour tried | 17.7 | 3.2 |
| Healing, all four neighbours tried | 7.7 | 1.4 |

The wafer entry uses an area of 707 cm$^2$, which adds $\ln707=6.56$ ML.

## Comparison with a real barrier

Tantalum-based barriers under copper can be a few nanometres thick. For a rough nominal value of 3.0 nm, the dose is 16.7 ML, and purely random deposition would leave $5.6\times10^7$ bare sites per cm$^2$. With one neighbour tried, the model leaves about 7; with four, the expected number is far below one. Among the changes listed in the table, lateral healing has the largest effect: it lowers the required dose by a factor of about two to four and a half. The 35 ML figure describes the no-healing model and is not a design rule for real films.

Whether thermal motion can heal the film depends on the surface hopping barrier $E_s$. With a rough attempt frequency $\nu=10^{13}$ s$^{-1}$, the hopping rate is $\nu e^{-E_s/k_BT}$. At a rough deposition rate of 0.2 nm/s, one monolayer takes $\tau=0.180/0.2=0.90$ s. An atom makes less than one hop in this time, on average, if

$$E_s>k_BT\ln(\nu\tau),$$

which is 0.77 eV at 300 K and 1.03 eV at 400 K. Below these values thermal hopping cannot be ignored, and somewhat above them it still matters. If a hop down into a hole has the same barrier, an isolated hole fills at about $1+g$ per ML, with $g=\nu\tau e^{-E_s/k_BT}$, so at the threshold itself the required dose is already about halved. The number of bare sites at the critical dose changes by less than a factor $e$ only if $g\ln N<1$, which needs $E_s$ above 0.86 eV at 300 K and 1.15 eV at 400 K. An atom may also move sideways with the energy it brings on arrival, which these estimates do not include. Hopping does not always heal a film, however: if the metal atoms bind more strongly to each other than to the dielectric, they can gather into islands and leave parts of the surface bare.

Geometry works in the other direction. If a trench sidewall receives half the dose of the top surface, a rough illustrative share, then 6.2 nm on the sidewall requires 12.4 nm on top, without healing.

### Coverage is not yet a barrier

Copper may also diffuse through a film that has no bare sites. Suppose that it hops up or down by one equivalent layer with equal probability, at a total rate $\nu e^{-E_f/k_BT}$. The steps are independent, so their mean squares add, and the rms displacement after $n$ hops is $\sqrt n$ layers. It reaches the thickness of $\theta$ layers when $n=\theta^2$. For this to take longer than a service time $t$, we need $\nu t\,e^{-E_f/k_BT}<\theta^2$, or

$$E_f>k_BT\ln\frac{\nu t}{\theta^2}.$$

For $\theta=34.54$, ten years and 400 K, this gives $E_f>1.46$ eV. It is a scale for the activation energy, not a lifetime criterion: at this value a given atom has about a 60% chance of having crossed the film within the service time. The estimate also uses the mean thickness, while the random film contains columns only one atom high, for which the same formula with $\theta=1$ gives 1.71 eV. Grain boundaries, film stress and chemical reactions are left out. A grain boundary with a lower activation energy could let copper through a film that covers every site.

The printed values behind these estimates are in the numerical output below.

## Numbers as computed

```
Site density: 1.0e+15 per cm2
Critical dose ln N: 34.54 ML
First whole dose with mean below one: 35 ML
Mean bare sites at 1 ML: 3.68e+14 per cm2
Mean bare sites at 10 ML: 4.54e+10 per cm2
Mean bare sites at 20 ML: 2.06e+06 per cm2
Mean bare sites at 30 ML: 93.6 per cm2
Mean bare sites at 34 ML: 1.71 per cm2
Mean bare sites at 35 ML: 0.631 per cm2
P(no bare site on 1 cm2) at ln N: 0.368
P(no bare site on 1 cm2) at 35 ML: 0.532
Dose for P = 0.99: 39.14 ML
Enumeration, 4 sites 6 atoms, mean bare: 0.7119
Formula, 4 sites 6 atoms, mean bare: 0.7119
Chain, 2000 sites, ln N + 0 ML: P(none bare) 0.3678, limit formula 0.3679
Chain, 2000 sites, ln N + 1 ML: P(none bare) 0.6925, limit formula 0.6922
Chain, 2000 sites, ln N + 3 ML: P(none bare) 0.9516, limit formula 0.9514
Simulated bare fraction at 5 ML: 0.00689
Formula bare fraction at 5 ML: 0.00674
Simulated fraction below 3 atoms at 5 ML: 0.1246
Formula fraction below 3 atoms at 5 ML: 0.1247
Input lattice parameter (rough): 0.33 nm
Atomic density: 5.57e+22 per cm3
Thickness of one monolayer: 0.180 nm
Critical mean thickness: 6.21 nm
Height spread at ln N: 5.88 ML
Height spread at ln N: 1.06 nm
Nominal film (rough): 3.0 nm
Nominal film dose: 16.7 ML
Nominal film, random model, bare: 5.6e+07 per cm2
Healing, 1 tried: simulated closing rate 1.97 per ML, ideal 2
Healing, 1 tried: prefactor A 2.3
Healing, 1 tried: dose needed 17.7 ML
Healing, 1 tried: thickness 3.18 nm
Healing, 1 tried: bare in nominal film 7.3e+00 per cm2
Healing, 4 tried: simulated closing rate 4.76 per ML, ideal 5
Healing, 4 tried: prefactor A 45.3
Healing, 4 tried: dose needed 7.7 ML
Healing, 4 tried: thickness 1.38 nm
Healing, 4 tried: bare in nominal film 2.5e-20 per cm2
Wafer area, 300 mm: 707 cm2
Dose for whole wafer: 41.10 ML
Sidewall share of dose (rough): 0.50
Top thickness for sidewall: 12.4 nm
Dose for 3 atoms on every site: 41.34 ML
Deposition rate (rough): 0.2 nm/s
Time per monolayer: 0.90 s
Attempt frequency (rough): 1e+13 per s
Surface barrier for one hop per ML time at 300 K: 0.77 eV
Surface barrier for one hop per ML time at 400 K: 1.03 eV
Film hopping barrier for 10 years at 400 K: 1.46 eV
```
